# Why Elliptical Magnetization Precession Loses More Energy per Cycle

**Q:** I have two magnetic layers with the same Gilbert damping constant. In one the magnetization precesses on a circle, in the other on a flat ellipse. Should both lose the same fraction of their energy in each cycle?

**A:** No. If the damping is isotropic, the ellipse loses the larger fraction. To find out how much larger, we need the stiffness that sets the frequency and the stiffness that sets the relaxation, because they are different averages.

**Q:** What do you mean by stiffness here?

**A:** Let $\mathbf m$ be the unit vector along the magnetization, taken as uniform over the layer, with equilibrium along $z$. Tilting it costs energy. I divide that energy by the total magnetic moment, so that it is measured in tesla, and call it $u$. For small tilts, with axes chosen to remove any cross term,

$$u=\tfrac12\left(B_x m_x^2+B_y m_y^2\right),\qquad B_x,B_y>0 .$$

The two constants are the stiffness fields. In a film magnetized in plane, let $z$ be the easy axis, $y$ the other in-plane direction and $x$ the film normal. With in-plane anisotropy field $B_k$ and effective demagnetizing field $B_d$,

$$u=\tfrac12B_k(1-m_z^2)+\tfrac12B_d m_x^2=\tfrac12(B_k+B_d)m_x^2+\tfrac12B_k m_y^2,$$

because $1-m_z^2=m_x^2+m_y^2$. Thus $B_x=B_k+B_d$ and $B_y=B_k$. Tilting out of the plane is much harder than turning within it.

**Q:** How do the two stiffnesses enter the motion?

**A:** Through the Landau-Lifshitz-Gilbert equation, with $\gamma>0$ and a scalar damping constant $\alpha$:

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m},\qquad \mathbf B=-\frac{\partial u}{\partial\mathbf m}=(-B_xm_x,\,-B_ym_y,\,0).$$

To first order in the tilt, $\mathbf m$ in the cross products may be replaced by $\hat z$, since $\mathbf B$ and $\dot{\mathbf m}$ are already of first order. With $\hat z\times(a,b,0)=(-b,a,0)$ we get

$$\dot m_x=-\gamma B_ym_y-\alpha\dot m_y,\qquad \dot m_y=\gamma B_xm_x+\alpha\dot m_x .$$

Each velocity appears in the other equation. Inserting the second into the first gives $\dot m_x=-\gamma B_ym_y-\alpha\gamma B_xm_x-\alpha^2\dot m_x$. Inserting the first into the second gives $\dot m_y=\gamma B_xm_x-\alpha\gamma B_ym_y-\alpha^2\dot m_y$. Collecting the velocities,

$$(1+\alpha^2)\dot m_x=-\gamma(\alpha B_xm_x+B_ym_y),$$
$$(1+\alpha^2)\dot m_y=\gamma(B_xm_x-\alpha B_ym_y).$$

**Q:** Where do the two averages appear?

**A:** In the trace and the determinant of this linear system. Write $g=\gamma/(1+\alpha^2)$ and define

$$A=\frac{B_x+B_y}{2},\qquad G=\sqrt{B_xB_y}.$$

The matrix acting on $(m_x,m_y)$ is

$$g\begin{pmatrix}-\alpha B_x&-B_y\\ B_x&-\alpha B_y\end{pmatrix}.$$

Its trace is $-2g\alpha A$, and its determinant is $g^2(\alpha^2B_xB_y+B_xB_y)=g^2(1+\alpha^2)G^2$. For an oscillating solution the eigenvalues are $-\Gamma\pm i\omega$, whose sum is $-2\Gamma$ and whose product is $\Gamma^2+\omega^2$. Therefore

$$\Gamma=\frac{\alpha\gamma A}{1+\alpha^2},$$
$$\omega^2=g^2\left[(1+\alpha^2)G^2-\alpha^2A^2\right]=g^2\left[G^2-\alpha^2(A^2-G^2)\right].$$

The amplitude decays at a rate set by the arithmetic mean. At weak damping the frequency is $\omega\approx\gamma G$, set by the geometric mean.

**Q:** Is there a physical reason for two different means?

**A:** Precession is a relay. A tilt $m_x$ drives $m_y$ with strength $B_x$, and $m_y$ drives $m_x$ back with strength $B_y$. Closing the loop takes both steps, so $\omega^2$ contains the product.

Relaxation acts on each component separately. Put $u_x=\tfrac12B_xm_x^2$ and $u_y=\tfrac12B_ym_y^2$. Then $\dot u=B_xm_x\dot m_x+B_ym_y\dot m_y$. When the equations of motion are inserted, the terms in $m_xm_y$ cancel, and to first order in $\alpha$

$$\dot u=-\alpha\gamma(B_x^2m_x^2+B_y^2m_y^2)=-2\alpha\gamma(B_xu_x+B_yu_y).$$

Over a weakly damped cycle the energy is shared equally, $\langle u_x\rangle=\langle u_y\rangle=u/2$, as the orbit below will confirm. The mean loss rate is then $2\alpha\gamma Au$: two relaxation rates are added with equal weight.

**Q:** Now give me the loss per cycle.

**A:** Let $T=2\pi/\omega$. The solution is the real part of a constant complex vector times $e^{(-\Gamma+i\omega)t}$. After a time $T$ the oscillating factor has returned to its value, so $\mathbf m_\perp(t+T)=e^{-\Gamma T}\mathbf m_\perp(t)$, whatever the starting phase. The energy is quadratic in $\mathbf m_\perp$ and is multiplied by $e^{-2\Gamma T}$. The lost fraction is

$$L=1-e^{-\Lambda},\qquad \Lambda=\frac{4\pi\Gamma}{\omega}=\frac{4\pi\alpha\rho}{\sqrt{1-\alpha^2(\rho^2-1)}},\qquad \rho=\frac AG .$$

The factors $g$ cancel in $\Gamma/\omega$; dividing numerator and denominator by $G$ gives the last form. For a circle $\rho=1$ and $\Lambda=4\pi\alpha$. For an ellipse at weak damping $\Lambda\approx4\pi\alpha\rho$. The relative excess of the exponent is

$$\rho-1=\frac{B_x+B_y-2\sqrt{B_xB_y}}{2\sqrt{B_xB_y}}=\frac{(\sqrt{B_x}-\sqrt{B_y})^2}{2\sqrt{B_xB_y}}\ge0 .$$

The factor $\rho$ belongs to the exponent. The function $1-e^{-\Lambda}$ bends downward, so multiplying $\Lambda$ by $\rho>1$ multiplies the lost fraction by less than $\rho$. Unless $\rho$ is close to one, the two factors agree only when both losses are small.

I compared this with numerical integration of the full nonlinear equation, starting from an in-plane component of $10^{-4}$. The stiffness pairs were 1030 and 30 mT with $\alpha=0.01$ and $0.1$, 300 and 300 mT with $\alpha=0.01$, and 500 and 100 mT with $\alpha=0.1$. Whether a cycle was counted between zeros of $m_x$ or of $m_y$, the logarithm of the energy ratio agreed with $\Lambda$ within one part in $10^5$.

**Q:** That is algebra with eigenvalues. Can I see the extra loss in the shape of the orbit?

**A:** Yes, through the power balance. The Gilbert equation can be written $\dot{\mathbf m}=-\mathbf m\times(\gamma\mathbf B-\alpha\dot{\mathbf m})$. A cross product is perpendicular to both of its factors, so $\dot{\mathbf m}\cdot(\gamma\mathbf B-\alpha\dot{\mathbf m})=0$. With $\dot u=-\mathbf B\cdot\dot{\mathbf m}$ this gives

$$\dot u=-\frac{\alpha}{\gamma}|\dot{\mathbf m}|^2 .$$

Dissipation follows the squared speed of the tip of $\mathbf m$. Take the undamped orbit $m_x=a_x\cos\omega t$, $m_y=a_y\sin\omega t$. The undamped equations require

$$\omega a_x=\gamma B_ya_y,\qquad \omega a_y=\gamma B_xa_x .$$

Multiplying them gives $\omega=\gamma G$; dividing the second by the first gives $a_y/a_x=\sqrt{B_x/B_y}$. The orbit is long in the soft direction. It also follows that $B_xa_x^2=B_ya_y^2$, which is the equal sharing used above. At $t=0$ the energy is $u=\tfrac12B_xa_x^2$, and since $B_xa_x=Ga_y$,

$$u=\tfrac12Ga_xa_y .$$

At fixed $G$ the stored energy is proportional to the area of the ellipse. The energy lost in one cycle, to first order in $\alpha$, is

$$\frac{\alpha}{\gamma}\int_0^T\omega^2(a_x^2\sin^2\omega t+a_y^2\cos^2\omega t)\,dt=\frac{\alpha}{\gamma}\,\omega^2\,\frac T2(a_x^2+a_y^2)=\pi\alpha G(a_x^2+a_y^2),$$

where $\omega T=2\pi$ and $\omega=\gamma G$ were used in the last step. Dividing by $u$,

$$\Lambda\approx2\pi\alpha\left(\frac{a_x}{a_y}+\frac{a_y}{a_x}\right)=2\pi\alpha\,\frac{B_y+B_x}{\sqrt{B_xB_y}}=4\pi\alpha\rho .$$

Compare a circle and an ellipse of equal area and equal $G$. They store the same energy and take the same time per turn, but the ellipse has the larger mean squared speed.

**Q:** Is the loss spread evenly over the turn?

**A:** No. The squared speed is $\omega^2a_y^2$ when the tip crosses $m_y=0$ and $\omega^2a_x^2$ at the in-plane turning points. Their ratio is $B_x/B_y$, so on a flat ellipse the loss comes in two broad pulses per cycle, with about 80% of it in the faster half of the period. The exponent $\Lambda$ counts the loss over a whole turn.

**Q:** Put in numbers for an in-plane magnetized memory cell.

**A:** Take rough typical values: an elliptical free layer of 120 nm × 60 nm × 2 nm, $B_k=30$ mT, $B_d=1000$ mT and $\alpha=0.01$. Then $B_x=1030$ mT, $B_y=30$ mT, and

$$A=\frac{1030+30}{2}=530\ \text{mT},\qquad G=\sqrt{1030\times30}=175.8\ \text{mT},$$
$$\rho=\frac{530}{175.8}=3.015 .$$

The orbit is $\sqrt{1030/30}=5.86$ times longer in the plane than out of it. With $\gamma/2\pi=28.0$ GHz/T the frequency is 4.92 GHz and the period 0.203 ns. The amplitude decay time $1/\Gamma$ is 1.07 ns. Hence

$$\Lambda=\frac{2\times0.2031}{1.072}=0.379,\qquad L=1-e^{-0.379}\approx32\% .$$

A circular precessor with the same $\alpha$ has $\Lambda=4\pi\times0.01=0.126$ and loses 12% per cycle. The exponent has grown by a factor of 3.0, the lost fraction by 2.7. To lose 90% of the energy takes $\ln10/\Lambda$ cycles: 6.1 for the ellipse and 18.3 for the circle.

**Q:** So the elliptical precession also dies out sooner?

**A:** That depends on what you hold fixed. In both comparisons below $\alpha$ is the same.

- At equal $G$, the circular layer has both stiffnesses at 175.8 mT. It runs at 4.93 GHz, practically the same frequency, but its decay time is 3.23 ns. Here the ellipse does die out sooner.
- At equal $A$, the circular layer has both stiffnesses at 530 mT. Its decay time is 1.07 ns, the same as for the ellipse, but it runs at 14.85 GHz. The ellipse loses more per cycle because its cycle lasts three times as long.

**Q:** My layers are often only slightly anisotropic. Does the correction matter there?

**A:** Very little. Put $B_x=A(1+\delta/2)$ and $B_y=A(1-\delta/2)$, so that $\delta=(B_x-B_y)/A$. Then $G=A\sqrt{1-\delta^2/4}$, and for small $\delta$

$$\rho=\left(1-\frac{\delta^2}{4}\right)^{-1/2}\approx1+\frac{\delta^2}{8}.$$

A stiffness difference of 10% raises the exponent by 0.125%. In the opposite limit $B_x\gg B_y$, the smaller stiffness drops out of $A$ and $\rho\approx\tfrac12\sqrt{B_x/B_y}$. For our cell this gives $5.86/2=2.93$, close to 3.015.

**Q:** Can I reduce the effect with a magnetic field?

**A:** Yes, with a field $B_0$ along the equilibrium direction. It adds $B_0(1-m_z)\approx\tfrac12B_0(m_x^2+m_y^2)$ to $u$, so both stiffnesses grow by $B_0$. Their difference stays fixed while their mean grows, and the orbit becomes rounder. For our cell:

- 50 mT: $\rho=1.97$, loss 22% per cycle, 8.2 GHz.
- 200 mT: $\rho=1.37$, loss 16%, 14.9 GHz.
- 1000 mT: $\rho=1.06$, loss 12%, 40.5 GHz.

The decay in time becomes faster, since $\Gamma$ grows with $A$. The loss per cycle falls because the frequency grows by a larger factor.

This affects how you extract damping. At weak damping $\Gamma/\omega\approx\alpha\rho$, so reading $\alpha$ from the loss per cycle as if the orbit were circular would give $0.01\times3.015\approx0.030$ for our cell at zero field. Dividing $\Gamma$ by $\gamma A$ gives $\alpha/(1+\alpha^2)$, which at weak damping is practically $\alpha$ itself, provided both stiffnesses are known.

**Q:** When does the statement fail?

**A:** First, when there are no cycles. The root in $\Lambda$ vanishes at

$$\alpha_c=\frac1{\sqrt{\rho^2-1}},$$

which is 0.35 for our cell. As $\alpha$ approaches this value from below, the period diverges and $L$ tends to one. Above it the magnetization returns without oscillating. A circular precessor has no such threshold in this model.

Second, when damping is not isotropic. Let $\alpha_x$ and $\alpha_y$ multiply $\dot m_x$ and $\dot m_y$ in the damping term. The power balance becomes $\dot u=-(\alpha_x\dot m_x^2+\alpha_y\dot m_y^2)/\gamma$, and the same integral over the undamped orbit gives

$$\Lambda\approx2\pi\left(\alpha_x\frac{a_x}{a_y}+\alpha_y\frac{a_y}{a_x}\right).$$

With $s=a_y/a_x>1$, the ellipse loses less than a circle with the same two constants if $\alpha_x/s+\alpha_ys<\alpha_x+\alpha_y$. Rearranged, this is $\alpha_y(s-1)<\alpha_x(s-1)/s$, or $\alpha_y<\alpha_x/s$. If $\alpha_y=0$, our ellipse loses only $1/5.86=0.17$ of the circular exponent. Unequal stiffness alone is therefore not enough: the ellipse loses more than the circle only if $\alpha_y>\alpha_x/s$. Isotropic damping always meets this condition, because $s>1$, and it gives the factor $\rho$.

**Q:** My precession angles are not tiny. How far off is the linear result?

**A:** Integrating the full equation for our cell from an in-plane angle of 10°, 20° or 30° gives a first-cycle loss of 31.6%, 31.8% or 32.1%, against 31.5% in the linear theory. The frequency moves more, down to 4.64 GHz at 30°. Over this range the loss per cycle is less sensitive to amplitude than the frequency is.

Temperature is harder to ignore. With a saturation magnetization of 1200 kA/m, the energy barrier for reversal through the plane is 49 $k_BT$ at 300 K, and the thermal rms in-plane angle is 5.8°. A 20° excitation holds 5.75 $k_BT$. At the calculated loss rate its coherent part falls to $k_BT$, the mean thermal energy of the two quadratic terms in $u$, after $\ln5.75/0.379\approx4.6$ cycles. The mean total energy, thermal part included, is then still close to $2k_BT$ and approaches $k_BT$ only asymptotically. A ring-down should therefore be averaged over many repetitions.

**Q:** How close is all this to a real cell?

**A:** The parameters are meant for the free layer of an in-plane spin-torque memory cell, and a damping constant near 0.01 is a usual order of magnitude for thin metallic ferromagnets. The 30 mT for $B_k$ is an assumed input, not computed from the outline. With the magnetization used above, the shape alone would give about 50 mT. In the uniform model this makes the orbit rounder and lowers the loss per cycle to 26% at the same $B_d$. The 1000 mT for $B_d$ is also assumed: the shape alone would give about 1.3 T, so the value implies some perpendicular anisotropy. With both fields taken from the shape the loss is 29%. A round cell magnetized along its normal has equal stiffnesses by symmetry, so the ellipticity penalty is absent there. Of the neglected effects sized here, added damping moves the loss most. A precessing layer pumps spin into adjacent metal; for a spin-mixing conductance of 10 per nm², a rough value, this adds 0.0062 to $\alpha$ if the quoted 0.01 does not already include it. The exponent becomes $0.379\times1.62=0.61$ and the loss rises from 32% to 46%. The factor $\rho$ is unchanged if the added damping is isotropic. A stray field of 5 mT from the reference layer, along or against the magnetization, changes the loss to 30% or 34%. Real cells also break the assumption of uniform magnetization. With an exchange stiffness of 15 pJ/m, a mode with one half-wave along a rectangle of the cell's length gains about 17 mT in both stiffnesses, and exchange alone would put it at 6.2 GHz. That is 1.3 GHz above the uniform mode, whose linewidth is 0.3 GHz. In the elliptical outline the exchange part is about 40% larger, 24 mT. The dipolar part of the mode's energy is omitted here. In a cell of this size it can be comparable to the exchange part and can close much of the gap, so this estimate does not establish that the two modes are separate. That takes a micromagnetic calculation. The nonuniform internal field also shifts the lowest mode itself, by roughly 15% in frequency and a few percentage points in loss, so the figures of the uniform model are no more precise than that for a real cell. The remaining figures are in the numerical output below.

## Computed values

```
INPUTS (rough typical values)
in-plane stiffness By        30 mT
out-of-plane stiffness Bx    1030 mT
Gilbert damping alpha        0.010
element size                 120 x 60 x 2 nm
saturation magnetization     1200 kA/m
temperature                  300 K
gamma/(2 pi)                 28.025 GHz/T
ELLIPTICAL CELL
arithmetic mean A            530.0 mT
geometric mean G             175.8 mT
rho = A/G                    3.015
orbit axis ratio ay/ax       5.86
frequency                    4.924 GHz
period                       0.2031 ns
amplitude decay time         1.072 ns
first-order loss 4 pi a rho  0.3789
exponent Lambda              0.3790
energy lost per cycle        31.55 %
cycles to lose 90 % energy   6.07
CIRCULAR, SAME G
frequency                    4.926 GHz
amplitude decay time         3.231 ns
exponent Lambda              0.1257
energy lost per cycle        11.81 %
cycles to lose 90 % energy   18.32
ratio of lost fractions      2.672
CIRCULAR, SAME A
frequency                    14.852 GHz
amplitude decay time         1.072 ns
LIMITS
overdamped above alpha       0.352
excess rho-1 at delta=0.1    0.001252
x-only damping, ell./circ.   0.171
BIAS FIELD ALONG EASY AXIS
   50 mT: rho 1.973, loss 21.96 %, f 8.24 GHz
  200 mT: rho 1.372, loss 15.84 %, f 14.90 GHz
 1000 mT: rho 1.058, loss 12.45 %, f 40.52 GHz
NEGLECTED EFFECTS
barrier / kT                 49.1
thermal rms in-plane angle   5.82 deg
start 10 deg: loss 31.61 %, f 4.892 GHz, E 1.48 kT
start 20 deg: loss 31.78 %, f 4.796 GHz, E 5.75 kT
start 30 deg: loss 32.07 %, f 4.640 GHz, E 12.29 kT
stray +5 mT: rho 2.811, loss 29.77 %
stray -5 mT: rho 3.280, loss 33.79 %
exchange stiffness           15 pJ/m
exchange field, next mode    17.1 mT
next mode (exchange only)    6.22 GHz
energy linewidth Gamma/pi    0.297 GHz
spin-mixing conductance      10 per nm2
spin-pumping damping         0.0062
```
